# Hop length from the high-field slope of a leakage current

## The problem

Electrons leak through an insulating film by hopping along a chain of equivalent traps. The traps are a distance $a$ apart along the field, and each hop crosses a barrier $E_a$ that is symmetric between its two sites. At 300 K, between 1.5 and 2.5 MV/cm, a plot of $\ln J$ against the field $F$ is a straight line of slope

$$S=\frac{d\ln J}{dF}=1.93\ \text{per MV/cm}.$$

Derive how the current density $J$ depends on $F$, and find $a$.

Conventions: $q$ is the magnitude of the carrier's charge, and "forward" is the direction of the electric force on it. For electrons this is opposite to the field, but the electric current still runs along the field, so $J$ is positive for positive $F$. $F$ is the local field at the traps. The logarithm is natural.

## A tempting solution

A carrier that hops forward by $a$ loses the electrostatic energy

$$w=qaF .$$

It seems natural to lower the forward barrier by this amount and to raise the backward one equally:

$$k_+=\nu e^{-(E_a-w)/kT},\qquad k_-=\nu e^{-(E_a+w)/kT},$$

where $\nu$ is the attempt rate. The net current is proportional to the difference,

$$k_+-k_-=2\nu e^{-E_a/kT}\sinh\frac{qaF}{kT}.$$

At high field the hyperbolic sine becomes half an exponential, so $S=qa/kT$ and $a=kTS/q$. With $kT=0.02585$ eV, and with 1 MV/cm equal to 0.1 V/nm, so that $S=19.3$ nm/V,

$$a=0.02585\ \text{V}\times19.3\ \text{nm/V}=0.499\ \text{nm}.$$

The current is odd in the field and ohmic at low field, as it should be. Nothing in its shape gives the error away.

## Where it fails

Consider two neighbouring sites alone, in the same field, left to reach equilibrium. The forward site lies lower by $w$, so Boltzmann statistics require the occupations to satisfy $p_2/p_1=e^{w/kT}$. In equilibrium the traffic between the sites balances, $p_1k_+=p_2k_-$, and therefore

$$\frac{k_+}{k_-}=e^{w/kT}.$$

This is detailed balance. The rates above give $e^{2w/kT}$ instead: they treat the second site as if it were lower by $2w$. The energy drop has been counted once in the forward barrier and again in the backward one.

A quick repair would lower the forward barrier by $w$ and leave the backward barrier alone. The ratio is then correct, but

$$k_+-k_-=\nu e^{-E_a/kT}\left(e^{w/kT}-1\right)$$

is not odd in $F$. Reversing the field would change the size of the current, which cannot happen in a chain whose barriers look the same from both sides.

The quantity that was never examined is the energy of the barrier's summit. A barrier is the height of the summit above the starting site, and the field shifts the summit as well as the sites.

## The right solution

Put the starting site at $x=0$ and the next one at $x=a$. The field adds the energy $-qFx$. A symmetric barrier has its summit at $x=a/2$. Assume that the summit is rigid, meaning that the field changes its energy but does not move it. The added energies are then

$$0\ \text{(start)},\qquad -\tfrac12w\ \text{(summit)},\qquad -w\ \text{(next site)}.$$

The forward barrier is measured from the start and the backward barrier from the next site:

$$E_+=\left(E_a-\tfrac12w\right)-0=E_a-\tfrac12w,$$
$$E_-=\left(E_a-\tfrac12w\right)-(-w)=E_a+\tfrac12w .$$

Their difference is $w$, as detailed balance demands. With $k_0=\nu e^{-E_a/kT}$ for the rate of hopping to one given neighbour without field,

$$k_\pm=k_0\,e^{\pm w/2kT}.$$

Now count the carriers that cross a plane between two neighbouring layers of sites. If the carrier density is $n$, each layer holds $na$ carriers per unit area. Those in the layer behind the plane cross forward at the rate $k_+$, and those in the layer ahead cross backward at the rate $k_-$. Hence

$$J=q\,na\,(k_+-k_-)=qna\,k_0\left(e^{w/2kT}-e^{-w/2kT}\right),$$

and, since $e^{u}-e^{-u}=2\sinh u$,

$$\boxed{J=2qna\,\nu\,e^{-E_a/kT}\sinh\frac{qaF}{2kT}}$$

Three assumptions have entered. Few sites are occupied, so that a carrier almost always finds its neighbour empty. Hops reach the nearest site only. Neither $n$ nor $\nu$ depends on the field.

### Low field

For $qaF\ll2kT$, $\sinh u\approx u$ and

$$J\approx2qna\,k_0\,\frac{qaF}{2kT}=qn\mu F,\qquad \mu=\frac{qa^2k_0}{kT}.$$

This can be checked against diffusion. Without field a carrier makes steps $+a$ and $-a$, each at the rate $k_0$. The steps are independent, so the mean square displacement grows as $2k_0a^2t$. In one dimension it is also $2Dt$, which gives $D=a^2k_0$ and $\mu=qD/kT$, the Einstein relation. The tempting rates give twice this mobility with the same $D$, so they fail here too.

### High field

Write $\beta=qa/2kT$. Since $\ln J=\text{const}+\ln\sinh\beta F$,

$$\frac{d\ln J}{dF}=\beta\,\frac{\cosh\beta F}{\sinh\beta F}=\beta\coth\beta F .$$

For $\beta F\gg1$ the hyperbolic cotangent tends to 1. Then $S=qa/2kT$, and

$$a=\frac{2kTS}{q}=2\times0.02585\ \text{V}\times19.3\ \text{nm/V}=0.998\ \text{nm}.$$

The hop is 1.0 nm, twice the tempting value. Had the slope been that of $\log_{10}J$, it would first have to be multiplied by $\ln10$, and the hop would be 2.30 nm.

Is the field high enough? The two exponentials separate around $F=2kT/qa=0.518$ MV/cm. At 2 MV/cm the drop is $w=0.1996$ eV, so $\beta F=w/2kT=3.860$, and a backward hop is rarer than a forward one by the factor $e^{-w/kT}=4.4\times10^{-4}$. Solving $\beta\coth\beta F=S$ at this field gives $a=0.997$ nm. The correction of 0.001 nm is smaller than the 0.003 nm that comes from rounding the slope to 1.93.

As a test over the whole window, the rate equations of the chain were solved for a carrier released on one site, with $a=0.998$ nm and the summit found numerically on a tilted triangular barrier. A straight line through $\ln J$ at eleven fields from 1.5 to 2.5 MV/cm had the slope 1.933 per MV/cm, in agreement with the input of 1.93.

## What symmetry does and does not guarantee

The factor one half came from the summit's position. With a rigid summit at the fraction $s$ of the hop, the summit drops by $sw$, and

$$k_+=k_0e^{sw/kT},\qquad k_-=k_0e^{-(1-s)w/kT}.$$

The high-field slope is then $s\,qa/kT$. For $s=0.3$ and the same hop this is $0.3\times2\times1.93=1.16$ per MV/cm, and the rate equations give 1.16 as well. With the field reversed, $s$ is replaced by $1-s$. Unequal slopes for the two polarities would therefore be one sign of asymmetric barriers, though unequal contacts could also cause them.

For a symmetric barrier one can ask what survives if the summit is not rigid. Reversing the field exchanges the roles of the two directions, so $k_+(-F)=k_-(F)$. The product

$$g(F)^2=k_+(F)\,k_-(F)$$

is therefore even in $F$. Combining it with $k_+/k_-=e^{w/kT}$ gives $k_+^2=g^2e^{w/kT}$ and $k_-^2=g^2e^{-w/kT}$, so

$$k_\pm=g(F)\,e^{\pm w/2kT},\qquad J=2qna\,g(F)\sinh\frac{qaF}{2kT}.$$

Symmetry and detailed balance thus fix the hyperbolic sine, but they allow an even prefactor. The boxed law needs the further assumption that $g$ is constant.

## The barrier of a trapped electron

For electrons in an oxide, $E_a$ should not be pictured as a hill in space that the electron climbs. A trapped electron distorts the lattice around it, and the distortion holds it in place. It can move when a thermal fluctuation makes its energy equal on both sites; it then tunnels across. The barrier is the energy of that fluctuation, and the tunnelling probability is part of $\nu$.

Let $x$ now measure the distortion, from 0 (relaxed around the first site) to 1 (relaxed around the second). In the simplest model the energies with the electron on the first and second site are two equal parabolas,

$$U_1=\lambda x^2,\qquad U_2=\lambda(x-1)^2-w,$$

where $\lambda$ is the reorganization energy. They cross where

$$\lambda x^2=\lambda x^2-2\lambda x+\lambda-w\quad\Rightarrow\quad x_c=\frac{\lambda-w}{2\lambda}.$$

The forward barrier is the height of the crossing above the minimum $U_1=0$:

$$E_+=\lambda x_c^2=\frac{(\lambda-w)^2}{4\lambda}=\frac{\lambda}{4}-\frac w2+\frac{w^2}{4\lambda}.$$

At zero field this is $E_a=\lambda/4$, so the last term equals $w^2/16E_a$. The backward barrier is $E_-=E_++w$. Hence

$$E_\pm=E_a\mp\frac w2+\frac{w^2}{16E_a}.$$

The half has returned without any summit in space. The last term is even in $F$, as the symmetry argument allows, and it arises because the energies are curved: two straight lines of equal and opposite slope would give $E_a\mp w/2$ exactly. It adds $-w^2/(16E_akT)$ to $\ln J$, and since $dw/dF=qa$, it adds to the slope

$$-\frac{2w\,qa}{16E_akT}=-\frac{qa}{2kT}\,\frac{w}{4E_a}.$$

For $E_a=0.60$ eV at 2 MV/cm the relative change is $-0.1996/2.40=-8.3\%$, far more than the correction from backward hops. The parabolas treat the lattice as classical. Where phonon energies exceed $kT$, the shift is larger for the same $\lambda$: about $-10\%$ for phonons of 0.05 eV and $-14\%$ for 0.09 eV. If the classical shift were the only departure from the simple law, the true hop would solve

$$a\left(1-\frac{qaF}{4E_a}\right)=0.998\ \text{nm}.$$

With $qF/4E_a=0.0833$ per nm the smaller root is $a=1.10$ nm. The third digit of 0.998 nm therefore belongs to the arithmetic, not to the film.

## Size of the current

The slope does not depend on $n$, $\nu$ or $E_a$ in the simple law, but the current does. Take rough values for a trap-rich hafnia film: trap depth 2.0 eV, tunnelling mass 0.20 electron masses and lattice attempt rate $10^{13}$ per second. Let the carrier density be $n=10^{18}$ cm$^{-3}$.

An electron bound by the energy $E_t$ has a wave function that decays as $e^{-\kappa r}$ with $\kappa=\sqrt{2mE_t}/\hbar=3.24$ per nm. The probability of transfer over one hop is estimated as $e^{-2\kappa a}=1.55\times10^{-3}$, so $\nu=1.55\times10^{10}$ per second and

$$k_0=1.55\times10^{10}\,e^{-0.60/0.02585}\ \text{s}^{-1}=1.29\ \text{s}^{-1}.$$

The low-field mobility is $5.0\times10^{-13}$ cm²/Vs. At 2 MV/cm

$$J=2(1.60\times10^{-19})(10^{18})(0.998\times10^{-7})(1.29)\sinh3.860,$$

which is about $1\times10^{-6}$ A/cm². At 0.1 MV/cm the law gives $8\times10^{-9}$ A/cm². These are orders of magnitude: an error of 0.1 eV in $E_a$ alone changes them by $e^{0.1/0.02585}\approx50$.

## Other effects on the inferred hop

In the estimates below the hop is held at 0.998 nm, and changes of slope are relative to the simple law at the same field. A slope higher by a small percentage makes the inferred hop too long by that percentage.

**Longer hops.** A hop over $m$ sites gains $mw$, carries the charge $m$ times as far, and has the transfer probability $e^{-2\kappa ma}$. Suppose that $E_a$ is the same for all lengths and the summits are rigid. Neglecting backward hops, and with $z=e^{-2\kappa a}e^{\beta F}$,

$$J\propto e^{\beta F}\left(1+2z+3z^2+\dots\right)=\frac{e^{\beta F}}{(1-z)^2}\qquad(z<1).$$

Since $dz/dF=\beta z$, the slope is

$$\beta+\frac{2\beta z}{1-z}.$$

At 2 MV/cm $z=1.55\times10^{-3}\times e^{3.860}=0.074$, and the slope rises by $2z/(1-z)=16\%$. The field partly pays for the poorer tunnelling. The rise grows from 6% at 1.5 MV/cm to 48% at 2.5 MV/cm, so longer hops alone would bend the plot upward.

Lattice curvature acts against this, because its cost for a hop over $m$ sites is $(mw)^2/16E_a$, which grows as $m^2$. With both effects included the slope of a single chain changes by $-1.5\%$ at 2 MV/cm, and by less than 3% in either direction across the window. This near cancellation belongs to the chain and to the chosen parameters. On a cubic lattice of such traps oblique long hops also count, and the slope is about 8% higher at 2.5 MV/cm. A different decay constant would upset the balance too. Nearest-neighbour hopping is a fair model here only while $z\ll1$.

**Uneven spacing.** In the steady state of a single chain the same current passes every link, so carriers accumulate before slow links. At high field the drift rate is set by the average of $1/k_+$, and the slope measures an average spacing in which each link has the weight

$$\frac1{k_+}\propto e^{b a_i},\qquad b=2\kappa-\frac{qF}{2kT}.$$

For a Gaussian spread $\sigma$, this weight moves the mean by $\sigma^2b$. With $\sigma=0.10$ nm and $b=6.48-3.87=2.61$ per nm the shift is 0.026 nm, or 2.6%. A ring of 200 such links, solved numerically, gives the same 2.6%. In a three-dimensional network carriers can go around slow links, and the shift is smaller.

**Uneven site energies.** If the summit lies midway in energy between its two sites apart from the fixed $E_a$, unequal site energies multiply each forward rate by a constant and leave its field factor alone. In a single chain the slope is then unchanged once backward hops are negligible. For a spread of 0.05 eV, one chain of 200 sites has a slope higher by 0.5% at 2 MV/cm; other samples give about 0.2 to 0.9% there, and a few percent at 1.5 MV/cm. This invariance does not carry over to a three-dimensional network, where sideways hops also redistribute the carriers: on a cubic lattice with the same spread the slope is about 4% higher at 2 MV/cm and still about 3% higher at 2.5 MV/cm.

**Space charge and occupation.** If the traps are also a distance $a$ apart across the field, the fraction of filled sites is $na^3=1.0\times10^{-3}$, so blocking is negligible. If the trapped charge is not compensated, the field differs between the faces of a film of thickness $d=10$ nm by $qnd/\varepsilon$. With a relative permittivity of 30 this is 0.06 MV/cm, or 3% of the field at mid-window.

**Escape to the conduction band.** An electron may instead leave its trap thermally. If the empty trap attracts it by a Coulomb force, and the influence of all other traps is ignored, its energy is $-q^2/4\pi\varepsilon r-qFr$. The maximum lies at $r^2=q/4\pi\varepsilon F$, where both terms are equal, so the barrier is lowered by

$$2qFr=\sqrt{\frac{q^3F}{\pi\varepsilon}}.$$

With an optical relative permittivity of 4.5 this is 0.51 eV at 2 MV/cm. Given the same lattice attempt rate, escape over the top of this barrier from the 2.0 eV trap is then $10^{-14}$ times as frequent as a hop. Thermally assisted tunnelling out through the tilted barrier is much more frequent than that. A rough semiclassical estimate with the same attempt rate and a single depth of 2.0 eV puts it at about $10^{-5}$ of the hop rate at 2 MV/cm, but at about $10^{-2}$ at 2.5 MV/cm. The ratio depends exponentially on the depth: for 1.6 eV the same estimate already makes it comparable with a hop at 2 MV/cm, so the conclusion holds only for deep traps. These figures are indicative only, since the Coulomb summit at 2 MV/cm lies at 1.26 nm, beyond the next trap.

## Reading a real film

The parameters above are rough values for hafnia, and the window lies below a rough breakdown field of 4 MV/cm. A spacing of 1 nm in all three directions means $a^{-3}\approx10^{21}$ traps per cm³, a high density that suits only a defect-rich film. In a ferroelectric film, switching adds a transient current, so the slope must be taken from the steady leakage that remains. In a capacitor the nominal field, voltage divided by thickness, need not equal the local field. If an interface layer takes part of the voltage and the local field is a fixed fraction $c$ of the nominal one, the measured slope is $c$ times the local slope. The inferred hop must then be divided by $c$; for $c=0.9$ it becomes 1.11 nm. If the contacts make $n$ grow with field, the term $d\ln n/dF$ must be subtracted from $S$ first: a growth of 10% per MV/cm would take about 0.1 from 1.93 and 5% from the hop.

One slope at one temperature does not identify the mechanism. Two further measurements help. The slope of the nearest-neighbour hopping law varies as $1/T$ at high field: at 85 °C, with the same hop, the rate equations give 1.62 per MV/cm. And it stays nearly constant across the window, whereas the square-root lowering of the Coulomb barrier gives a slope proportional to $F^{-1/2}$, which falls by 23% between 1.5 and 2.5 MV/cm. A straight line whose slope scales as $1/T$ supports a barrier lowered in proportion to the field. Reading that lowering as $qaF/2$, and hence the hop as about 1 nm, still rests on the symmetric barrier. The values used here are listed in the numerical output below.

## Computed results

```
temperature: 300 K
thermal energy kT: 0.02585 eV
measured natural-log slope: 1.93 per MV/cm
hop, high-field limit: 0.9979 nm
hop, coth slope at 2 MV/cm: 0.9970 nm
hop change for slope change 0.005: 0.0026 nm
hop if whole qaF were in exponent: 0.499 nm
hop if slope were decimal: 2.298 nm
crossover field 2kT/qa: 0.518 MV/cm
field window: 1.5 to 2.5 MV/cm
simulated slope in window: 1.9326 per MV/cm
slope, summit at 0.3 of hop: 1.161 per MV/cm
energy drop qaF at 2 MV/cm: 0.1996 eV
sinh argument at 2 MV/cm: 3.860
backward/forward rate at 2 MV/cm: 4.44e-04
barrier Ea (rough): 0.60 eV
reorganization energy: 2.40 eV
trap depth (rough): 2.0 eV
tunnelling mass (rough): 0.20 electron masses
amplitude decay constant: 3.240 per nm
transfer factor over one hop: 1.55e-03
lattice attempt rate (rough): 1.0e+13 per s
attempt rate nu: 1.55e+10 per s
zero-field hop rate: 1.294 per s
carrier density (chosen): 1.0e+18 per cm3
low-field mobility: 4.99e-13 cm2/Vs
current density at 0.1 MV/cm: 8.04e-09 A/cm2
current density at 1.0 MV/cm: 1.40e-07 A/cm2
current density at 2.0 MV/cm: 9.82e-07 A/cm2
current density at 2.5 MV/cm: 2.58e-06 A/cm2
slope shift, curved energies: -8.31 %
slope shift, longer hops: +15.91 %
slope shift, both together: -1.50 %
spacing spread (chosen): 0.10 nm
slope shift, spacing spread: +2.62 %
site-energy spread (chosen): 0.05 eV
slope shift, energy spread, 2 MV/cm: +0.49 %
same, 6 MV/cm (formal limit check): +0.0000 %
slope at 358.15 K: 1.623 per MV/cm
site occupation: 9.94e-04
film thickness: 10 nm
static permittivity (rough): 30
space-charge field difference: 0.060 MV/cm
optical permittivity (rough): 4.5
Coulomb lowering at 2 MV/cm: 0.506 eV
band escape/hop rate at 2 MV/cm: 1.3e-14
breakdown field (rough): 4.0 MV/cm
```
